# Why RPA dispersion coefficients depend on the input orbitals: helium

## What fixes the form of C6

Two distant, neutral, spherical atoms have no permanent multipoles. Their leading attraction comes from the dipole coupling, which falls as \(1/R^3\), taken twice: once to correlate the two dipoles and once to gain energy from the correlation. In Hartree atomic units a polarizability \(\alpha\) is a volume, so \(\alpha^2/R^6\) is a pure number, and an energy must multiply it:

\[
E=-\frac{C_6}{R^6},\qquad C_6\sim \alpha^2\,\bar\omega ,
\]

with \(\bar\omega\) a typical excitation energy. Since \(\alpha\) itself contains excitation energies in its denominator, an error in the gaps of the input orbitals enters \(C_6\) directly. The remaining question is whether the random-phase approximation (RPA) repairs it.

For helium it does not. RPA gives \(C_6=1.44\) hartree bohr⁶ with PBE orbitals and 0.87 with Hartree-Fock (HF) orbitals, against 1.467 from full configuration interaction in the same basis. The good PBE value rests partly on cancelling errors.

## Which polarizability RPA uses

The RPA correlation energy, evaluated once on given orbitals, is

\[
E_c=\frac1{2\pi}\int_0^\infty d\omega\,\mathrm{Tr}\left[\ln(1-\chi_0v)+\chi_0v\right],
\]

where \(\chi_0(i\omega)\) is the uncoupled density response and \(v\) the Coulomb interaction. For atoms A and B without overlap, \(\chi_0\) is block diagonal. Split \(v=v_{\rm in}+V\), with \(V\) acting between the atoms. Then

\[
1-\chi_0v=(1-\chi_0v_{\rm in})(1-\chi V),\qquad
\chi=(1-\chi_0v_{\rm in})^{-1}\chi_0 .
\]

The trace of the logarithm separates into a part independent of \(R\) and \(\mathrm{Tr}\ln(1-\chi V)\). Terms linear in \(V\) vanish because \(V\) is off-diagonal. The second-order term is \(-\tfrac12\mathrm{Tr}(\chi V\chi V)=-\mathrm{Tr}(\chi_AV\chi_BV)\).

In the dipole approximation \(\chi_A\) and \(\chi_B\) become \(-\alpha_A\) and \(-\alpha_B\), and \(V\) becomes \(T_{ij}=(\delta_{ij}-3n_in_j)/R^3\), where \(\mathbf n\) is the unit vector between the atoms. The eigenvalues of \(T\) are \(1,1,-2\) times \(1/R^3\), so \(\mathrm{Tr}\,T^2=6/R^6\). For equal atoms

\[
C_6=\frac3\pi\int_0^\infty\alpha(i\omega)^2\,d\omega .
\]

The \(\alpha\) here is screened by the Hartree kernel inside each atom; it is not the uncoupled one. A numerical test on model oscillators confirms this: the interaction energy gives 0.778, the screened formula 0.778 and the uncoupled formula 1.498. The result assumes no overlap and no retardation.

## The response of a two-electron atom

Let \(\varphi_1\) be the real, doubly occupied orbital and \(a,b\) label virtual orbitals. Define

\[
d_a=\langle1|z|a\rangle,\quad K_{ab}=(1a|1b),\quad J_{ab}=(11|ab),
\]

and let \(\varepsilon\) be the matrix of gaps. A field adds \(Fz\) to each electron's energy. Let it oscillate as \(F(e^{-i\nu t}+e^{i\nu t})\), and write the first-order change of the occupied orbital, apart from its own phase factor, as \(F\sum_a(X_ae^{-i\nu t}+Y_a^*e^{i\nu t})\varphi_a\). The \(e^{-i\nu t}\) part of the density change per electron is then \(F\varphi_1\sum_a(X_a+Y_a)\varphi_a\). Projecting the time-dependent orbital equation on the virtual orbitals and collecting the two frequency components gives \((A-\nu)X+BY=-d\) and \(BX+(A+\nu)Y=-d\). Here \(A\) is \(\varepsilon\) plus the part of the induced potential that couples a component to itself, and \(B\) is the part that couples the two components. Continued to the imaginary frequency \(\nu=-i\omega\), the amplitudes per unit field obey

\[
(A+i\omega)X+BY=-d,\qquad BX+(A-i\omega)Y=-d .
\]

Put \(P=A+B\) and \(M=A-B\). Adding and subtracting gives

\[
P(X+Y)+i\omega(X-Y)=-2d,\qquad M(X-Y)+i\omega(X+Y)=0 .
\]

The second equation gives \(X-Y=-i\omega M^{-1}(X+Y)\). Inserted into the first, it yields \((P+\omega^2M^{-1})(X+Y)=-2d\). In the \(e^{-i\nu t}\) component, two electrons contribute \(\langle z\rangle=2F\,d^T(X+Y)\), and the electron charge is \(-1\), so \(\alpha=-\langle z\rangle/F\):

\[
\alpha(i\omega)=4\,d^T\left(P+\omega^2M^{-1}\right)^{-1}d .
\]

The approximations differ in \(A\) and \(B\):

- **Uncoupled:** the potential is frozen, so \(M=P=\varepsilon\).
- **RPA:** the Hartree potential relaxes. The induced density is \(2\varphi_1\sum_b(X_b+Y_b)\varphi_b\), which adds \(2K\) to both \(A\) and \(B\). Hence \(M=\varepsilon\), \(P=\varepsilon+4K\).
- **Coupled HF:** exchange relaxes too, adding \(-J\) to \(A\) and \(-K\) to \(B\). Hence \(A=\varepsilon_{\rm HF}+2K-J\) and \(B=K\).

The quadratic form of \(K\) is the Coulomb self-interaction of a charge distribution, so \(K\ge0\). For fixed orbitals, RPA therefore lowers \(\alpha\) at every imaginary frequency.

A single transition shows how gap and kernel act. With \(\Omega^2=\varepsilon(\varepsilon+4K)\), \(\alpha=4d^2\varepsilon/(\Omega^2+\omega^2)\). Since \(\int_0^\infty d\omega/(\Omega^2+\omega^2)^2=\pi/(4\Omega^3)\),

\[
C_6=\frac{12\,d^4\varepsilon^2}{\Omega^3}
=\frac{12\,d^4\,\varepsilon^{1/2}}{(\varepsilon+4K)^{3/2}} .
\]

Without the kernel this is \(12d^4/\varepsilon\). With it, \(C_6\) falls with rising gap when \(\varepsilon>2K\), as differentiating the logarithm shows. In this model the ratio of uncoupled to RPA static polarizability is \(1+4K/\varepsilon\). The value for exact-exchange input, \(1.488/1.199=1.24\), corresponds to \(K/\varepsilon\approx0.06\), well inside that regime.

## Why Hartree-Fock input fails

Let \(j\) be the Coulomb potential of \(\varphi_1^2\) and \(k\) the exchange operator of \(\varphi_1\). The HF operator adds \(2j-k\) to the one-electron Hamiltonian. On the occupied orbital \(k\varphi_1=j\varphi_1\), leaving \(j\): each electron feels the other one. On a virtual orbital the full \(2j-k\) remains, which describes an extra electron outside a neutral atom. An excited electron should instead feel the one electron left behind.

The local exact-exchange (EXX) potential of two electrons cancels half the Hartree potential, so their sum is \(j\) for every orbital. It has the same \(\varphi_1\) as HF, but the gap matrix

\[
\varepsilon_X=\varepsilon_{\rm HF}-J+K .
\]

For any real virtual orbital \(\varphi\), the quadratic form of \(J-K\) is

\[
\frac12\iint\frac{[\varphi_1(\mathbf r)\varphi(\mathbf r')-\varphi(\mathbf r)\varphi_1(\mathbf r')]^2}{|\mathbf r-\mathbf r'|}\,d\mathbf r\,d\mathbf r'\ge0 ,
\]

because the two squares give \(J\) and the cross term gives \(-K\). HF gaps are thus larger at identical density.

Coupled HF removes this excess by itself:

\[
M=\varepsilon_{\rm HF}-J+K=\varepsilon_X,\qquad
P=\varepsilon_{\rm HF}-J+3K=\varepsilon_X+2K .
\]

For two electrons, coupled HF is half the Hartree kernel acting on EXX gaps. RPA on HF orbitals has \(P=\varepsilon_X+(J-K)+4K\), which exceeds the coupled-HF matrix by

\[
(J-K)+2K .
\]

Both terms are non-negative and both reduce the static response. The first is the gap error, the second the missing exchange in the kernel.

At high frequency the gap error acts the other way. There \(\alpha\to4d^TMd/\omega^2\). For a local Hamiltonian \(h\) with occupied level \(\varepsilon_1\),

\[
d^TMd=\langle\varphi_1|z(h-\varepsilon_1)z|\varphi_1\rangle
=\tfrac12\langle\varphi_1|[z,[h,z]]|\varphi_1\rangle=\tfrac12 ,
\]

so the oscillator sum \(4d^TMd\) is 2, the number of electrons. The first equality needs a basis that can represent \(z\varphi_1\); the basis used below is built to do so. HF gaps add \(4d^T(J-K)d\) and give 2.91. At \(\omega=5\) hartree RPA@HF has \(\alpha=0.092\) bohr³ against 0.068 for the same kernel on EXX gaps and 0.069 from full configuration interaction (CI). This excess offsets only part of the loss at low frequency.

## How large the effect is

The values below are for a free, nonrelativistic helium atom with a fixed nucleus, in a Gaussian basis of 61 functions. Full CI in this basis gives \(\alpha(0)=1.387\) bohr³ and \(C_6=1.467\) hartree bohr⁶. It treats correlation fully within the basis but retains a basis error. Deviations are relative to 1.467.

| Input | Mean gap | \(C_6\), uncoupled | \(C_6\), RPA | RPA deviation |
|---|---:|---:|---:|---:|
| LDA | 0.949 | 2.17 | 1.53 | +4.5 % |
| PBE | 0.965 | 2.03 | 1.44 | −1.8 % |
| PBE0 | 1.125 | 1.68 | 1.23 | −16 % |
| EXX | 1.062 | 1.67 | 1.17 | −20 % |
| HF | 1.584 | 1.12 | 0.87 | −40.5 % |

Coupled HF gives 1.377, or −6.1 %; it lacks correlation.

The mean gap, in hartree, is defined by \(\bar\varepsilon=4\langle z^2\rangle/\alpha_0(0)\), where \(\alpha_0\) is the uncoupled polarizability and \(\langle z^2\rangle=\sum_ad_a^2\) by completeness. It is more useful than the lowest virtual level, which in a finite basis may merely represent the continuum. With \(\langle r^2\rangle\) summed over both electrons, \(\langle z^2\rangle=\langle r^2\rangle/6\). For HF,

\[
\alpha_0(0)=\frac{4\times2.3703/6}{1.5838}=0.998\ \text{bohr}^3 .
\]

EXX has the same numerator and a gap of 1.062, hence 1.488 bohr³.

The fall from coupled HF to RPA@HF can be followed in two steps. Doubling the kernel on EXX gaps takes \(C_6\) from 1.377 to 1.173, a factor of 0.85. Replacing EXX gaps by HF gaps at fixed density takes it from 1.173 to 0.872, a factor of 0.74. Halfway between the two gap matrices the value is 1.001. The split depends on the order: changing the gaps first and the kernel second gives factors of 0.71 and 0.89. The gap step is the larger one in either order. Uncoupled HF, at −24 %, is closer to the reference than RPA@HF because it avoids the kernel's further reduction.

PBE0 does not follow the mean gap alone. Its uncoupled static polarizability, 1.457 bohr³, is below the EXX value, yet its uncoupled \(C_6\) is slightly higher. Its response must therefore be larger at some nonzero frequencies, in line with its oscillator sum of 2.23.

## Why PBE input looks good

PBE makes the atom too diffuse: \(\langle r^2\rangle=2.51\) bohr² against 2.39 from full CI. Relative to EXX, its uncoupled static polarizability is larger by

\[
1.166\approx1.059\times1.100 ,
\]

the first factor from size and the second from the smaller mean gap. These are not independent causes. A local potential with the nodeless occupied orbital \(\varphi_1\) must be

\[
v_s(\mathbf r)=\varepsilon_1+\frac{\nabla^2\varphi_1(\mathbf r)}{2\varphi_1(\mathbf r)} ,
\]

so the orbital fixes the potential up to a constant, and with it all the gaps.

The uncoupled PBE value of \(C_6\) is 38 % too high. The full Hartree kernel brings it to −1.8 %. That kernel is too strong at the exchange level: the two-electron exchange potential is minus half the Hartree potential, so its kernel cancels half of \(v\), and \(P\) should be \(\varepsilon+2K\). Making this correction on PBE input raises \(C_6\) to 1.683, or +15 %. Improving the kernel alone exposes the error of the input.

The cancellation also runs across frequency. RPA@PBE is 1.7 % above full CI for \(\alpha(0)\) and 3.2 % below it at \(\omega=1\) hartree. The integrated \(C_6\) hides part of both errors.

## What to do about it

State the input with every RPA \(C_6\); "RPA" alone does not define the number. Repeat the calculation with a second input and treat the spread as a warning about sensitivity, not as an error bar. For helium the spread between PBE and HF input is 0.57, about 39 % of the reference.

The helium results argue against HF orbitals in direct RPA for this purpose. If HF orbitals are wanted, use the coupled response, which for two electrons was shown above to correct the virtual gaps and the kernel together. Do not change the kernel on semilocal orbitals without checking the input as well.

Compare \(\alpha(i\omega)\) at several frequencies with a correlated calculation where one is affordable, and inspect the oscillator sum. In a basis that can represent \(z\varphi_1\), a sum well above the electron number points to gaps from a nonlocal potential that the kernel has not compensated. A basis without diffuse functions can raise the sum even for a local potential (PBE helium gives about 2.5 in cc-pVDZ and 2.00 in aug-cc-pVTZ), so first confirm that a local input gives the electron number in the same basis. A correct sum is not sufficient: LDA, PBE and EXX all give 2.00, while their RPA coefficients range from 1.17 to 1.53.

The half-kernel identity relies on a single doubly occupied orbital. With more orbitals, exchange no longer reduces to half the Hartree term, and the near-cancellation found for RPA@PBE in helium must be checked anew for each system.

## Computed values

```
All values in Hartree atomic units; alpha in bohr^3,
C6 in hartree bohr^6, energies in hartree, <r^2> in bohr^2
Basis functions: 61; CI singlet states: 1891
Model atoms, distance 15 bohr: C6 from energy 0.77796
Model atoms: C6 screened 0.77796, bare 1.49784
LDA: occupied level -0.5704, <r^2> 2.5736, mean gap 0.9488, oscillator sum 2.000
LDA: alpha(0) uncoupled 1.808, RPA 1.463; C6 uncoupled 2.173, RPA 1.533
PBE: occupied level -0.5793, <r^2> 2.5105, mean gap 0.9652, oscillator sum 2.000
PBE: alpha(0) uncoupled 1.734, RPA 1.410; C6 uncoupled 2.026, RPA 1.440
PBE0: occupied level -0.6695, <r^2> 2.4595, mean gap 1.1253, oscillator sum 2.231
PBE0: alpha(0) uncoupled 1.457, RPA 1.206; C6 uncoupled 1.678, RPA 1.229
EXX: occupied level -0.9179, <r^2> 2.3703, mean gap 1.0622, oscillator sum 2.000
EXX: alpha(0) uncoupled 1.488, RPA 1.199; C6 uncoupled 1.665, RPA 1.173
HF: occupied level -0.9179, <r^2> 2.3703, mean gap 1.5838, oscillator sum 2.908
HF: alpha(0) uncoupled 0.998, RPA 0.858; C6 uncoupled 1.119, RPA 0.872
Coupled HF: alpha(0) 1.323, C6 1.377, oscillator sum 2.000
Coupled HF alpha(0) from finite field: 1.323
Full CI: alpha(0) 1.387, C6 1.467, oscillator sum 2.001, <r^2> 2.3912
Energies: HF -2.86147, full CI -2.90217
PBE input, half Hartree kernel: alpha(0) 1.549, C6 1.683
PBE/EXX ratios: uncoupled alpha(0) 1.166, size 1.059, inverse mean gap 1.100
RPA C6, HF density, gaps EXX / halfway / HF: 1.173 / 1.001 / 0.872
C6 deviation from full CI, RPA@LDA: +4.5 %
C6 deviation from full CI, RPA@PBE: -1.8 %
C6 deviation from full CI, RPA@PBE0: -16.2 %
C6 deviation from full CI, RPA@EXX: -20.0 %
C6 deviation from full CI, RPA@HF: -40.5 %
C6 deviation from full CI, uncoupled PBE: +38.1 %
C6 deviation from full CI, uncoupled HF: -23.7 %
C6 deviation from full CI, coupled HF: -6.1 %
C6 deviation from full CI, half-kernel PBE: +14.7 %
alpha(i w) at w = 1 hartree: full CI 0.6972, coupled HF 0.6846, RPA@PBE 0.6747, RPA@HF 0.5973
alpha(i w) at w = 5 hartree: full CI 0.0691, coupled HF 0.0691, RPA@PBE 0.0681, RPA@HF 0.0921
Denser basis, RPA C6: PBE 1.438, HF 0.872
```
